# Trap Depth, Permittivity and a Test of Poole-Frenkel Conduction

## The problem

A current density $J$ flows through an insulating film under a uniform field $F$. The synthetic data below carry a random relative error of 1%. Currents are in A/cm² and fields in MV/cm.

| $F$ | 300 K | 350 K | 400 K |
|---|---|---|---|
| 0.2 | 8.590e-06 | 9.950e-05 | 6.415e-04 |
| 0.4 | 5.832e-05 | 5.688e-04 | 3.150e-03 |
| 0.6 | 2.213e-04 | 1.892e-03 | 9.477e-03 |
| 0.8 | 6.343e-04 | 5.015e-03 | 2.339e-02 |
| 1.0 | 1.579e-03 | 1.123e-02 | 4.847e-02 |

The film has refractive index 2 and static permittivity 9. It contains $N_d=10^{18}$ cm⁻³ electron traps of a single depth, neutral when filled and positive when empty. The mobility is $\mu=10^{-3}$ cm²/(V s), independent of field and temperature, and the density of states of the conducting band varies as $T^{3/2}$. The density $N_a$ of compensating acceptors is not known.

(a) Find the zero-field trap depth $\phi$ and the permittivity $\varepsilon$ that Poole-Frenkel conduction would require.

(b) Decide whether this permittivity supports Poole-Frenkel conduction, and say what the decision rests on.

## Hints

1. Find the maximum of the potential energy of an electron attracted by a positive centre in a uniform field. How does its lowering depend on $F$?
2. The current follows the density of free electrons, not the emission rate of one trap. Write the steady state together with charge neutrality. Does the whole barrier always appear in the exponent?
3. Plot $\ln(J/F)$ against $\sqrt F$ at each temperature. Then ask how the slopes themselves should vary with $1/kT$.
4. A power of $T$ in the prefactor imitates a small activation energy. Remove it before quoting a depth.
5. Between which two values must a permittivity that governs the escape lie? Could another mechanism give an acceptable value too?

## Full solution

### The barrier

In Gaussian units, with $e>0$, an electron at distance $s$ from an empty trap, on the side towards which the field drives it, has potential energy

$$U(s)=-\frac{e^2}{\varepsilon s}-eFs .$$

At the maximum, $U'(s)=e^2/(\varepsilon s^2)-eF=0$, so $s_m=\sqrt{e/(\varepsilon F)}$. The two terms are then equal, each being $-\sqrt{e^3F/\varepsilon}$. The barrier is therefore lowered by

$$-U(s_m)=\beta\sqrt F,\qquad \beta=2\sqrt{\frac{e^3}{\varepsilon}} .$$

Escape is treated here as motion along the field; the second variation removes this restriction. Tunnelling through the top of the barrier is neglected, also in the synthetic data. For a free-electron mass it would nearly double the emission rate at 1 MV/cm and 300 K. The effect grows with the field and with falling temperature, so it steepens the plots and makes the permittivity found from them too small. In a real film, data from such high fields should be corrected for it before the permittivity is judged.

### From emission to current

Let $n$ be the free-electron density, $N^+$ the density of empty traps and $N^0$ that of filled traps. In the steady state, emission balances capture. At zero field, detailed balance fixes the ratio of the emission rate to the capture coefficient as $N_1e^{-\phi/kT}$, where $N_1\propto T^{3/2}$ is the band density of states divided by the spin degeneracy 2 of the filled trap. Assume that the field lowers the emission barrier and leaves the capture coefficient unchanged. Then

$$nN^+=K N^0,\qquad K=N_1\exp\left[-\frac{\phi-\beta\sqrt F}{kT}\right].$$

The acceptors are filled and negative, so neutrality requires $N^+=n+N_a$, and $N^0=N_d-N_a-n$. Hence

$$n(n+N_a)=K(N_d-N_a-n).$$

There are two simple limits.

*Strong compensation*, $N_a\gg n$ and $N_d-N_a\gg n$: the equation becomes $nN_a=K(N_d-N_a)$, so $n\propto K$.

*No compensation*, $N_a=0$ and $n\ll N_d$: it becomes $n^2=KN_d$, so $n\propto\sqrt K$. Each emitted electron also creates an empty trap that can capture electrons, and this halves the exponent.

Both limits are covered by $n\propto K^{1/r}$, with $r=1$ and $r=2$ respectively. Numerical differentiation of the root of the full neutrality equation confirms the exponents 1.0000 and 0.5000.

Since $J=e\mu nF$, the quantity to plot is $\ln(J/F)$. With $x=1/kT$ and $u=\sqrt F$,

$$\ln\frac JF=\text{const}+\frac{3}{2r}\ln T-\frac{\phi}{r}x+\frac{\beta}{r}xu .$$

The data thus yield $\phi/r$ and $\beta/r$ directly. The coefficient of $\ln T$ also contains $r$, but between 300 and 400 K $\ln T$ is almost linear in $x$. Left free, this coefficient comes out as $0.1\pm0.5$, to be compared with $\tfrac34$ for $r=2$ and $\tfrac32$ for $r=1$. That leans towards $r=2$ but does not settle it, so $\phi$ and $\beta$ need further knowledge of $r$.

### Slopes and their temperature dependence

To allow for an unknown field dependence of the prefactor, add a term $cu$ and write

$$\ln\frac JF-p\ln T=a+cu-Ax+bxu,$$

$$A=\frac{\phi}{r},\qquad b=\frac{\beta}{r},\qquad p=\frac{3}{2r}.$$

The Poole-Frenkel law derived above requires $c=0$. At fixed temperature the slope against $u$ is $bx+c$. A prefactor that depends only on $T$ shifts each line vertically and leaves its slope alone, so $b$ and $c$ can be found before $p$ is known.

Straight-line fits at the three temperatures give:

| $T$ (K) | $x$ (1/eV) | slope | intercept |
|---|---|---|---|
| 300 | 38.6817 | 6.5134 | −12.9603 |
| 350 | 33.1558 | 5.6441 | −10.1281 |
| 400 | 29.0113 | 4.9278 | −7.9532 |

Slopes are in (MV/cm)$^{-1/2}$. Their mean is 5.695 and the mean of $x$ is 33.616 eV⁻¹. The deviations of $x$ from its mean are 5.065, −0.460 and −4.605; those of the slope are 0.818, −0.051 and −0.767. Least squares gives

$$b=\frac{5.065(0.818)+0.460(0.051)+4.605(0.767)}{5.065^2+0.460^2+4.605^2}\approx0.1636,$$

in eV (MV/cm)$^{-1/2}$, and

$$c=5.695-0.1636\times33.616\approx0.195$$

in (MV/cm)$^{-1/2}$. The 1% current error gives standard errors of 0.0034 for $b$ and 0.113 for $c$. Thus $c$ lies 1.7 standard errors from zero, which is compatible with the Poole-Frenkel prefactor. The complete four-parameter fit, made with $p=0$, has $\chi^2=9.76$ for 11 degrees of freedom. With the Poole-Frenkel values $c=0$ and $p=\tfrac34$ for $r=2$, it is 13.99 for 12 degrees of freedom. Both are acceptable, so the law describes the data within their errors.

### Permittivity

From $\beta=rb$ and $\beta^2=4e^3/\varepsilon$,

$$\varepsilon=\frac{4e^3}{(rb)^2}.$$

For numbers, use $e^2=14.40$ eV Å. A field of 1 MV/cm is $10^{-2}$ V/Å and exerts a force of 0.01 eV/Å. Hence $4e^3$ corresponds to $4\times14.40\times0.01=0.576$ eV² per MV/cm, and

$$\varepsilon_{r=1}=\frac{0.576}{0.1636^2}\approx21.5\pm0.9,$$

$$\varepsilon_{r=2}=\frac{21.5}{4}\approx5.4\pm0.2 .$$

### Trap depth

The intercepts at $u=0$, fitted against $x$, have slope $-0.5175$ eV. This apparent activation energy still contains the factor $T^p$. Since $\ln T=-\ln x+\text{const}$, its derivative with respect to $x$ is $-1/x=-kT$. The apparent energy is therefore close to $A+pkT$, with $kT$ taken near the middle of the range, about 0.030 eV. Dividing the data by $T^p$ before the fit gives

$$r=1,\ p=\tfrac32:\quad \phi=0.473\pm0.003\ \text{eV},$$

$$r=2,\ p=\tfrac34:\quad \phi=2(0.4953)\approx0.991\pm0.005\ \text{eV}.$$

The choice of $r$ changes the depth by a factor of about two, far more than the statistical error.

### The permittivity test

The polarization of the film follows the escaping electron only in part. If the dielectric response falls monotonically from its static to its optical value, with no resonance between them, the effective permittivity must satisfy

$$n_{\rm opt}^2=4\leq\varepsilon\leq9 .$$

In a real polar film the step from 9 to 4 comes largely from infrared lattice vibrations. These are resonances, and near them the real part of $\varepsilon(\omega)$ leaves this interval. The window is therefore the customary plausibility range, not a strict bound.

The value 21.5 for $r=1$ lies above the upper limit by about 14 of its standard errors. On this criterion Poole-Frenkel conduction with strong compensation is rejected, although its plots are straight. The value 5.4 for $r=2$ lies inside the window.

The whole window is open only if the escape is fast. At the drift velocity $\mu F=10^3$ cm/s, reached at 1 MV/cm, an electron would need more than $10^{-10}$ s to reach the barrier top, some 17 Å away. Lattice vibrations take only about $10^{-13}$ s. If the low mobility also described the motion within the barrier, the lattice would follow fully, $\varepsilon$ would have to be close to 9, and 5.4 would count against Poole-Frenkel conduction. The test therefore assumes that the escape itself is fast and that $\mu$ is an average over much longer paths, including stops on the way. Such a mobility is usually thermally activated in a real film, unlike the constant one given here. Its activation energy would then add to $A$ and must be removed before $\phi=rA$ is quoted.

Could $r$ be some other constant between 1 and 2? For $n\ll N_d-N_a$ the neutrality equation is $n^2+nN_a=K(N_d-N_a)$. Its logarithmic derivative is

$$\frac1r=\frac{d\ln n}{d\ln K}=\frac{n+N_a}{2n+N_a}.$$

An intermediate $r$ requires $n$ comparable with $N_a$, and then $r$ changes as $n$ changes. In the table $J/F$, and with it $n$, varies by a factor of about 1100. A noise-free control with $N_a=10^{13}$ cm⁻³, inside the range of $n$, gives $\chi^2=6222$ when fitted by the same law with 1% errors assigned. Such a crossover would be plainly visible. A compensation of a few per cent of the smallest $n$, which is $2.7\times10^{11}$ cm⁻³, would not be visible and is not excluded. It would still bias the result: noise-free data with $N_a=10^{10}$ cm⁻³ follow the law with $\chi^2<1$ but give $\varepsilon=4.8$ instead of 5.0.

The other conditions for $r=2$ can also be checked. The largest current gives

$$n=\frac{J}{e\mu F}\approx3.0\times10^{14}\ \text{cm}^{-3},$$

much less than $N_d$. Without compensation this is also the density of empty traps, whose mean spacing $n^{-1/3}$ is about 1500 Å. For $\varepsilon=5$ the barrier top is 17 Å from the centre at 1 MV/cm and, since $s_m\propto F^{-1/2}$, 38 Å at 0.2 MV/cm. The Coulomb wells do not overlap.

**Answer.** The permittivity rejects Poole-Frenkel conduction with $r=1$ and supports it with $r=2$, for which $\phi\approx0.99$ eV and $\varepsilon\approx5.4$. The support assumes a fast escape, and it is a passed consistency test, not a proof of mechanism, as the first variation shows.

### How good is the extraction?

The data were made with $\phi=1.00$ eV, $\varepsilon=5.00$ and $N_a=0$. The fitted values miss these by slightly less than two standard errors. The deviations are linked: the mean slope is well determined, so a positive error in $c$ forces a negative error in $b$, and a smaller $b$ means a larger $\varepsilon$.

If $c=0$ is imposed, the results for $r=2$ become $\phi=0.999\pm0.001$ eV and $\varepsilon=5.02\pm0.02$. The error of $\varepsilon$ falls about tenfold because $b$ is now determined by the size of $x$, about 34 eV⁻¹, and no longer by its standard deviation over the three temperatures, about 4 eV⁻¹. This precision is bought by assuming the prefactor, so the freer fit is the proper one for testing the mechanism.

## Variation 1: Schottky emission from the contact

**Question.** Suppose the current is thermionic emission over a contact barrier $\phi_B$. What would the same analysis show?

**Solution.** The image force at distance $s$ from the metal is $e^2/[\varepsilon(2s)^2]$. Integrating it from $s$ to infinity gives the potential energy $-e^2/(4\varepsilon s)$. This is the trap potential with $e^2$ replaced by $e^2/4$. The lowering is proportional to the square root of that strength, so it is $\tfrac12\beta\sqrt F$. With a constant $A_R$,

$$J=A_RT^2\exp\left[-\frac{\phi_B-\frac12\beta\sqrt F}{kT}\right].$$

Dividing by $F=u^2$ and taking the logarithm gives

$$\ln\frac JF=\text{const}+2\ln T-\phi_Bx+\tfrac12\beta xu-2\ln u .$$

Thus $b=\beta/2$, the same as for uncompensated traps. The permittivity obtained from $b$ with $r=2$ is correct, 5.00 in the noise-free control, although no trap is involved. An acceptable permittivity cannot by itself distinguish the two mechanisms.

For the thermionic prefactor assumed here, the term $-2\ln u$ can. Between $u=0.447$ and $u=1$ its mean slope is

$$-\frac{2\ln(1/0.447)}{1-0.447}\approx-2.9 ,$$

and the fit to the control gives $c=-2.90$. The problem data have $c=0.195\pm0.113$, some 27 standard errors away. The same nonzero $c$ also shows as a drift of the permittivity when each temperature is read alone with $r=1$: the Schottky control gives 64, 85 and 118 from 300 to 400 K, whereas the problem data give 20.3, 19.9 and 20.0.

This excludes emission with the stated prefactor, but that prefactor assumes that the film carries electrons away as fast as the contact emits them. With the given mobility it does not: the drift velocity $\mu F$ is at most $10^3$ cm/s, far below thermal velocities of about $10^7$ cm/s. Injected carriers then leave the contact by slow drift and diffusion, the prefactor is different, and the value $c=-2.90$ no longer applies. If the electron density just beyond the barrier is taken to be in equilibrium with the metal, $J\propto F\exp[-(\phi_B-\frac12\beta\sqrt F)/kT]$ apart from a power of $T$, so $c=0$, just as for uncompensated traps. If drift and diffusion across the barrier itself are included, the current is inversely proportional to the width of the barrier top. This width varies as $|U''(s_m)|^{-1/2}\propto F^{-3/4}$, so for a lowering much larger than $kT$ the prefactor is $F^{3/4}$ instead of $F$, and $c$ is moderately negative. Since $c$ depends on such details of the transport, it is not a secure way to separate the two mechanisms. A change of electrode metal is the more useful test: the depth of a bulk trap does not depend on the metal, whereas $\phi_B$ in general does.

## Variation 2: escape in all directions

**Question.** For compensated traps, $r=1$, let the electron leave at any angle $\theta$ to the driving force. Take the lowering as $\beta\sqrt{F\cos\theta}$ in the forward hemisphere and zero in the backward one. Is the permittivity still recovered?

**Solution.** Put $\alpha=x\beta u$ and $w=\cos\theta$. Averaging over solid angle multiplies the zero-field emission by

$$G=\frac12+\frac12\int_0^1e^{\alpha\sqrt w}\,dw .$$

With $w=t^2$, $dw=2t\,dt$, and integration by parts gives

$$G=\frac12+\int_0^1te^{\alpha t}\,dt
=\frac12+\frac{1+(\alpha-1)e^\alpha}{\alpha^2}.$$

For $\alpha\gg1$ this tends to $e^\alpha/\alpha$, so

$$\ln G\approx x\beta u-\ln x-\ln u-\ln\beta .$$

The new terms separate. One depends only on temperature and does not affect the slopes; the other depends only on field and enters $c$. To this order, $b$ still equals $\beta$.

In the control $\alpha$ runs from about 4 to 13, so the separation is approximate. The permittivity from $b$ is 5.09, or 2% above the true value of 5. The 350 K slope alone gives 6.34, an error of 27%, because it assigns the slope of $-\ln u$ to the barrier. Three temperatures are therefore useful even when every single plot looks nearly straight.

The control has $c=-1.16$ (MV/cm)$^{-1/2}$. For uncompensated traps $n\propto\sqrt K$ halves this to about −0.58. A moderately negative $c$ is therefore no evidence against Poole-Frenkel conduction in a film where emission takes place in all directions. The problem data, with $c=0.195\pm0.113$, do not show this effect, because they were made with escape along the field only. The values used in both variations are listed in the numerical output.

## Computed values

```
Model: depth 1.00 eV, permittivity 5.00
Trap density 1.0e+18 cm^-3; mobility 1.0e-03 cm^2/(V s)
Band density at 300 K: 2.5e+19 cm^-3
Allowed permittivity: 4.0 to 9.0
Relative current noise: 1.0 percent
Field (MV/cm); J (A/cm^2) at 300, 350, 400 K
0.2  8.590e-06  9.950e-05  6.415e-04
0.4  5.832e-05  5.688e-04  3.150e-03
0.6  2.213e-04  1.892e-03  9.477e-03
0.8  6.343e-04  5.015e-03  2.339e-02
1.0  1.579e-03  1.123e-02  4.847e-02
Free density range: 2.65e+11 to 3.02e+14 cm^-3
e^2 = 14.3996 eV angstrom
True beta = 0.33941 eV (MV/cm)^-1/2
Barrier top at 1 MV/cm: 16.97 angstrom
Lowering at 1 MV/cm: trap 0.3394, image 0.1697 eV
Exponent factor: Na=0 0.5000, Na=5e17 1.0000
T (K); 1/kT (1/eV); slope ((MV/cm)^-1/2); intercept; eps if r=1
300  38.6817  6.5134  -12.9603  20.31
350  33.1558  5.6441  -10.1281  19.88
400  29.0113  4.9278  -7.9532  19.96
b = 0.16361 +/- 0.00335 eV (MV/cm)^-1/2
c = 0.195 +/- 0.113 (MV/cm)^-1/2
A without T correction = 0.5175 +/- 0.0026 eV
A with p=0.75: 0.4953 eV
Chi-squared = 9.76 for 11 degrees of freedom
r=1: depth 0.4730 +/- 0.0026 eV
r=1: permittivity 21.52 +/- 0.88
r=2: depth 0.9905 +/- 0.0052 eV
r=2: permittivity 5.38 +/- 0.22
r=2, c=0: depth 0.9991 +/- 0.0014 eV
r=2, c=0: permittivity 5.022 +/- 0.023
r=2, c=0: chi-squared 13.99, 12 deg. freedom
Compensated control, r=1: depth 1.0000 eV, eps 5.000
Crossover control (Na=1e13 cm^-3): chi-squared 6222
Schottky control: eps from b 5.000, c -2.900 (MV/cm)^-1/2
Schottky read as r=1 at each T: eps 64.2, 85.1, 118.4
Angular control, r=1: eps from b 5.09, from 350 K slope 6.34
Angular control: c -1.155 (MV/cm)^-1/2
```
